# Choosing the settings of a synthetic rough edge with prescribed spectrum

A line edge is specified to have a variance of 1 nm² and a correlation length of 20 nm. A periodic edge 40 nm long, built by Fourier synthesis from the spectrum of that edge, has a variance of 1.31 nm². Measured about its own mean position, the same edge shows 0.31 nm² on average. A 40 nm piece cut from a very long edge would show 0.43 nm². All three numbers are correct consequences of one prescribed spectrum. They differ because the generator's boundary setting and the definition of roughness differ.

A calculation of the electronic states or the current in one particular rough wire needs an explicit edge, as does a simulation of how a rough resist edge is transferred by etching. The settings to be chosen are the spectrum, the step, the length, the boundary condition (periodic or open) and the amplitudes (random or fixed). This guide derives what each one does.

## What is prescribed

Let $x(y)$ be the deviation of the edge from a straight line, with zero ensemble mean, Gaussian statistics and the covariance

$$C(r)=\langle x(y)x(y+r)\rangle=\sigma^2e^{-|r|/\xi}.$$

The two-sided spectrum, with $f$ in cycles per nm, is

$$S(f)=\int_{-\infty}^{\infty}C(r)e^{-2\pi ifr}dr=2\sigma^2\,\mathrm{Re}\,\frac{1}{1/\xi+2\pi if}=\frac{2\sigma^2\xi}{1+(2\pi f\xi)^2}.$$

The second form holds because the two half-lines give complex conjugate integrals. With this convention $\int S\,df=C(0)=\sigma^2$ over positive and negative $f$, and $S$ has the unit nm³.

The generator delivers $N$ points (even) at spacing $\Delta$, so $L=N\Delta$ and $f_k=k/L$. The example has $\sigma=1$ nm, $\xi=20$ nm, $\Delta=2$ nm, and either $N=256$ ($L=512$ nm) or $N=20$ ($L=40$ nm).

## The spectrum setting: include the aliases

The points know the covariance only at $r=m\Delta$. Divide the frequency axis in $C(m\Delta)=\int S\,e^{2\pi ifm\Delta}df$ into intervals of length $1/\Delta$. A shift of $f$ by $n/\Delta$ multiplies the exponential by $e^{2\pi inm}=1$, so

$$C(m\Delta)=\int_{-1/2\Delta}^{1/2\Delta}P(f)\,e^{2\pi ifm\Delta}df,\qquad P(f)=\sum_n S(f+n/\Delta).$$

Thus the $C(m\Delta)$ are, up to a factor $\Delta$, the Fourier coefficients of the periodic function $P$, and $P(f)=\Delta\sum_mC(m\Delta)e^{-2\pi ifm\Delta}$. Put $a=e^{-\Delta/\xi}$ and $z=ae^{-2\pi if\Delta}$. The terms $m\ge0$ sum to $1/(1-z)$ and the terms $m<0$ to $z^*/(1-z^*)$. Over a common denominator the numerator is $1-z^*+z^*(1-z)=1-|z|^2$, hence

$$P(f)=\Delta\sigma^2\frac{1-a^2}{|1-z|^2}=\frac{\Delta\sigma^2(1-a^2)}{1-2a\cos(2\pi f\Delta)+a^2}.$$

This is the spectrum to feed to the generator. If $S(f_k)$ is used instead, the variance for $L\gg\xi$ is close to the integral of $S$ up to the Nyquist frequency $1/2\Delta$. With $u=2\pi f\xi$,

$$\int_{-1/2\Delta}^{1/2\Delta}S\,df=\frac{\sigma^2}{\pi}\int_{-\pi\xi/\Delta}^{\pi\xi/\Delta}\frac{du}{1+u^2}=\frac{2\sigma^2}{\pi}\arctan\frac{\pi\xi}{\Delta}\approx\sigma^2\left(1-\frac{2\Delta}{\pi^2\xi}\right),$$

where the last form uses $\arctan v\approx\pi/2-1/v$ for large $v$. In the example this is 0.980 nm², a loss of 2%. The missing density $P-S$ is spread over all frequencies, but relative to $P$ it matters only at short wavelengths. At Nyquist $P=0.100$ nm³ but $S=0.040$ nm³. For $\Delta\ll\xi$ these are $\Delta^2\sigma^2/2\xi$ and $2\Delta^2\sigma^2/\pi^2\xi$, so their ratio tends to $\pi^2/4$ however small the step is. At zero frequency the two spectra are 40.03 and 40.00 nm³.

## The synthesis and its normalization

Write $P_k=P(f_k)$ and

$$x_j=\frac1L\sum_{k=0}^{N-1}\sqrt{LP_k}\;\eta_k\,e^{2\pi ijk/N}.$$

**Reality.** Conjugate the sum and rename $k\to N-k$. Since $P_{N-k}=P_k$, the result equals $x_j$ if $\eta_{N-k}=\eta_k^*$. This is the Hermitian condition. The bins $k=0$ and $k=N/2$ are their own partners, so $\eta_0$ and $\eta_{N/2}$ are real.

**Variance.** From $N$ independent real normal numbers $g_k$ of unit variance form

$$\eta_0=g_0,\quad\eta_{N/2}=g_{N/2},\quad\eta_k=\frac{g_k+ig_{N-k}}{\sqrt2}\quad(0<k<N/2).$$

Then $\langle|\eta_k|^2\rangle=1$ in every bin. Partners are uncorrelated in the sense needed here, because $\langle\eta_k\eta_{N-k}^*\rangle=\langle\eta_k^2\rangle=(1-1)/2=0$. Therefore $\langle\eta_k\eta_l^*\rangle=\delta_{kl}$ and

$$\langle x_jx_{j'}\rangle=\frac1{L^2}\sum_kLP_k\,e^{2\pi ik(j-j')/N}=\frac1L\sum_kP_k\cos\frac{2\pi k(j-j')}{N}.$$

The sines cancel between partners. The edge is Gaussian, being a linear combination of Gaussian numbers.

**Periodogram.** Define $I_k=(\Delta/N)\left|\sum_jx_je^{-2\pi ijk/N}\right|^2$. The inner sum is $(N/L)\sqrt{LP_k}\,\eta_k$. Its squared modulus is $(N^2/L)P_k|\eta_k|^2$, and $\Delta N/L=1$, so

$$I_k=P_k|\eta_k|^2,\qquad\langle I_k\rangle=P_k.$$

The spectrum is prescribed for the ensemble mean, not for each edge.

Two other choices show what the condition does. If the two real bins are given variance 1/2, the edge loses the variance $(P_0+P_{N/2})/2L$. That is $(40.03+0.10)/1024=0.039$ nm² for the long edge and 0.50 nm² for the short one. If instead all $\eta_k$ are independent complex numbers with $\langle|\eta_k|^2\rangle=1$ and $\langle\eta_k^2\rangle=0$, the sum is a complex edge $u_j$. Its real part has covariance $\frac12\mathrm{Re}\langle u_ju_{j'}^*\rangle+\frac12\mathrm{Re}\langle u_ju_{j'}\rangle$. The second term vanishes, so the whole covariance is halved.

**A case by hand.** Adding partners gives the real form

$$x_j=\sqrt{\tfrac{P_0}{L}}\,g_0+(-1)^j\sqrt{\tfrac{P_{N/2}}{L}}\,g_{N/2}+\sum_{0<k<N/2}\sqrt{\tfrac{2P_k}{L}}\left(g_k\cos\tfrac{2\pi jk}{N}-g_{N-k}\sin\tfrac{2\pi jk}{N}\right).$$

Take $N=4$, $\Delta=20$ nm and $g=(1,\,0.6,\,-1,\,0.8)$. The formula for $P$ gives 43.28, 15.23 and 9.24 nm³ for $k=0,1,2$, so $\sqrt{P_k/L}$ is 0.7355, 0.4364 and 0.3399 nm. The cosine amplitude is $\sqrt2(0.4364)(0.6)=0.3703$ nm and the sine amplitude is $\sqrt2(0.4364)(0.8)=0.4937$ nm. Then, in nm,

- $x_0=0.7355-0.3399+0.3703=0.766$
- $x_1=0.7355+0.3399-0.4937=0.582$
- $x_2=0.7355-0.3399-0.3703=0.025$
- $x_3=0.7355+0.3399+0.4937=1.569$

## The boundary setting: periodic

The synthesized edge repeats after $L$. To find its covariance, insert $P_k=\Delta\sum_nC(n\Delta)e^{-2\pi ikn/N}$ in the covariance sum. The sum over $k$ gives $N$ when $n-m$ is a multiple of $N$ and zero otherwise, so

$$C_L(m)=\sum_{w=-\infty}^{\infty}C(m\Delta+wL)=\sigma^2\frac{a^m+a^{N-m}}{1-a^N},\qquad0\le m\le N.$$

The first term collects the images with $w\ge0$ and the second those with $w<0$. At $m=0$ the variance is $\sigma^2(1+a^N)/(1-a^N)$. For $L=40$ nm, $a^N=e^{-2}=0.135$ and the factor is $1.135/0.865=1.313$, the first number of the opening. For $L=512$ nm the excess is negligible.

The ends remain neighbours at any length. The correlation between first and last point is 0.905 on the 512 nm ring, while points that far apart on an open edge have a correlation of order $10^{-11}$.

If the surrounding calculation has periodic boundary conditions, this edge fits it without a jump. The variance of a short cell can be restored by dividing all $P_k$ by the factor above, but the shape of the covariance stays altered. At half the cell length the correlation is $2a^{N/2}/(1+a^N)$, which is $2(0.368)/1.135=0.65$ for the 40 nm cell, against 0.37 for the target. A longer cell makes this difference small. For this covariance it can also be removed at fixed length, by prescribing the target along the shorter way round the cell, as the next section does on a ring of $2N$ points. The periodic edge then has the target covariance up to half the cell length, but its spectrum at the $f_k$ is no longer $P_k$.

## The boundary setting: open

An open segment with the target covariance can be cut from a longer ring. On a ring of $2N$ points prescribe

$$c_m=C\big(\min(m,2N-m)\Delta\big).$$

Any two of the first $N$ points are fewer than $N$ steps apart, so their covariance is the target. The ring can be synthesized if the eigenvalues $\lambda_k=\sum_mc_me^{-i\pi km/N}$ are non-negative, since they act as variances. The spectrum supplied is then $\Delta\lambda_k$, with ring length $2L$.

For the exponential covariance put $z=ae^{-i\pi k/N}$, so that $z^N=(-1)^ka^N$, which is real. Lags 0 to $N-1$ give $(1-z^N)/(1-z)$. Lags $-1$ to $-N$ give $z^*(1-z^N)/(1-z^*)$. Adding them as before,

$$\lambda_k=\sigma^2\frac{(1-a^2)\,[1-(-1)^ka^N]}{1-2a\cos(\pi k/N)+a^2}>0.$$

The method therefore works at every length for this covariance. It need not for others. For $\sigma^2e^{-(r/\xi)^2}$, with the same step and a ring of total length $4\xi$, a numerical Fourier transform gives a most negative eigenvalue of $-1.6\times10^{-3}$ times the largest. With a ring of $8\xi$ the ratio is $-7\times10^{-9}$.

Setting negative eigenvalues to zero changes each covariance by at most the largest modulus removed, because the covariance is an average of eigenvalues times phases. The largest eigenvalue is about $\sqrt\pi\,\xi\sigma^2/\Delta\approx18\sigma^2$. The change is thus below about 3% of $\sigma^2$ on the shorter ring and about $10^{-7}\sigma^2$ on the longer one. The rule is to inspect the eigenvalues and lengthen the ring if needed.

## What a measurement on a finite segment returns

The expected periodogram of an open segment is a double sum over points. There are $N-|m|$ pairs at lag $m$, so

$$\langle I_k\rangle=\Delta\sum_{|m|<N}\left(1-\frac{|m|}N\right)C(m\Delta)e^{-2\pi ikm/N}=\Delta\sigma^2[2\,\mathrm{Re}\,G(z)-1],$$

with $z=ae^{-2\pi ik/N}$ and $G(z)=\sum_{m=0}^{N-1}(1-m/N)z^m$. Multiply $G$ by $1-z$. Successive coefficients differ by $-1/N$, which leaves

$$(1-z)G=1-\frac1N\sum_{m=1}^Nz^m=1-\frac{z(1-z^N)}{N(1-z)}.$$

Divide by $1-z$. Here $z^N=a^N$, and $2/(1-z)-1=(1+z)/(1-z)$ has real part $(1-a^2)/|1-z|^2$. Therefore

$$\langle I_k\rangle=P_k-\frac{2\Delta\sigma^2}{N}(1-a^N)\,\mathrm{Re}\frac{z}{(1-z)^2}.$$

At $k=0$, $z=a$. At Nyquist, $z=-a$. Dividing by $P_0=\Delta\sigma^2(1+a)/(1-a)$ and $P_{N/2}=\Delta\sigma^2(1-a)/(1+a)$ gives equal and opposite relative errors:

$$\mp\frac{2a(1-a^N)}{N(1-a^2)}\approx\mp\frac{\xi}{L}\left(1-e^{-L/\xi}\right)\qquad(\Delta\ll\xi).$$

The cut lowers the expected periodogram at the longest waves and raises it at short ones. At these two frequencies the errors are 3.9% for 512 nm and 43% for 40 nm. For $L\gg\xi$ the losses and gains cancel in the sum over bins. For 40 nm they do not: the sum divided by $L$ falls from 1.313 nm², the variance of the ring, to 1 nm², that of the open segment. The periodic edge has no such error, so a generator tested on its own ring does not reveal the leakage present in measured segments.

The roughness about the segment mean $\bar x$ is $s^2=\frac1N\sum_jx_j^2-\bar x^2$. Since $I_0=(\Delta/N)(N\bar x)^2=L\bar x^2$,

$$\langle s^2\rangle=\langle x_j^2\rangle-\langle I_0\rangle/L.$$

For the 40 nm ring this is $1.313-40.03/40=0.312$ nm². For the open segment the leakage enters, and it is $1-40.03(1-0.4316)/40=0.431$ nm². These are the other two numbers of the opening. For 512 nm the values are 0.922 and 0.925 nm², so the boundary setting hardly matters to this quantity, while subtracting the mean still costs over 7%. Microscope software often removes a fitted straight line, tilt included, which costs more: the open segment then gives 0.242 nm² for 40 nm and 0.856 nm² for 512 nm, and the ring 0.250 and 0.860 nm². A measured $s^2$ should be corrected for its segment length and for the trend that was removed before it is entered as $\sigma^2$.

## The amplitude setting and the number of edges

For a paired bin $|\eta_k|^2=(g_k^2+g_{N-k}^2)/2$. The square of a unit normal has variance 2, so this has variance $(2+2)/4=1$. For the two real bins the variance is 2. The periodogram of a single periodic edge thus scatters by 100% of its mean, or by 141% in the real bins, and a longer edge does not reduce this. In 20,000 synthesized periodic edges the relative standard deviations were 1.00 and 1.40.

The mean square of an edge about the ideal line does settle with length. Parseval's relation gives $\frac1N\sum_jx_j^2=\frac1L\sum_kP_k|\eta_k|^2$. A pair contributes $2P_k|\eta_k|^2/L$, with variance $4P_k^2/L^2$, or $2P_k^2/L^2$ per bin. A real bin also contributes $2P_k^2/L^2$. Hence

$$\mathrm{Var}=\frac2{L^2}\sum_kP_k^2\approx\frac2L\int S^2df=\frac2L\int C^2dr=\frac{2\sigma^4\xi}{L}\qquad(\Delta\ll\xi\ll L).$$

For 512 nm the sum gives a standard deviation of 0.28 nm², and the ensemble gave 0.281 nm². To know the mean variance to a relative standard error $p$ requires a total length $2\xi/p^2$ of independent edges. For 5% this is 16,000 nm, or 32 edges of 512 nm.

For an open segment, $s^2$ is a quadratic form in Gaussian numbers. With $\mu_i$ the eigenvalues of the covariance matrix after the mean is removed, $s^2=\frac1N\sum_i\mu_ig_i^2$ and its variance is $2\sum_i\mu_i^2/N^2$. Evaluated numerically, the standard deviation is 0.26 nm² for 512 nm and 0.31 nm² for 40 nm. In the short segment the scatter is 73% of the mean.

The fixed-amplitude setting uses $|\eta_k|=1$ with random phases, and random signs in the real bins. Then $I_k=P_k$ for every periodic edge, and the mean square does not vary. The signs must be random because a fixed value at $k=0$ would give every edge the same offset, of size $\sqrt{P_0/L}$, and the ensemble mean would not be zero. This suits a study that needs one edge with the nominal spectrum. It is unsuitable for predicting variation between devices. On a periodic edge it removes the variation in roughness derived above. On an open segment cut from such a ring it only reduces it, from 0.28 to 0.20 nm² in the mean square for 512 nm. The edge is also not Gaussian when few bins carry the variance: the kurtosis is 1.8 on the 40 nm ring and 2.9 on the 512 nm ring, against 3.

## Setting the model beside a real resist line

The parameters are round numbers in the rough regime of a line in extreme-ultraviolet resist, where $3\sigma$ of a few nm and correlation lengths of some tens of nm are typical. Real edges depart from the model in several ways, sized here with the other settings held fixed:

- **Microscope noise.** Independent errors of 0.5 nm rms per point contribute at lag zero alone, so they add a flat spectrum $\Delta(0.5)^2=0.5$ nm³. Root finding places its crossing with $P$ at 0.073 nm⁻¹, above which noise dominates. The apparent rms rises from 1 to $\sqrt{1.25}=1.12$ nm.
- **Blur along the edge.** Gaussian smoothing of standard deviation $b$ multiplies $S$ by $e^{-(2\pi fb)^2}$. For $b=2$ nm, numerical integration leaves 90% of the variance.
- **Averaging over a step.** If each value is an average over $\Delta$, the variance is $\frac2{\Delta^2}\int_0^\Delta(\Delta-r)C(r)dr$. With $t=\Delta/\xi$ this is $2\sigma^2(t-1+e^{-t})/t^2$, or 97% of $\sigma^2$.
- **Smallest scale.** The rms slope between neighbours is $\sigma\sqrt{2(1-a)}/\Delta$. It grows from 0.22 at a 2 nm step to 0.44 at 0.5 nm, and as $\Delta^{-1/2}$ for small steps. A result that depends on slope needs a physical short-wave cutoff, such as the blur, which for $b=2$ nm holds the rms slope near 0.11. The blurred covariance is no longer exponential, so the closed forms above lapse. The embedding of the 40 nm segment acquires a negative eigenvalue of $-5\times10^{-4}$ times the largest. Leakage makes the expected periodogram of a 512 nm segment 1.55 times the blurred spectrum at half the Nyquist frequency and about 850 times at Nyquist. The crossing with the noise floor moves down to 0.055 nm⁻¹.
- **Correlated edges.** The width variance is $2\sigma^2(1-\rho)$ for edge correlation $\rho$. The width rms is 1.41 nm for independent edges and 1.18 nm for $\rho=0.3$.
- **Rare events.** For a mean width of 16 nm and independent edges, the Gaussian model gives a probability of $8\times10^{-9}$ that the width at a point is below 8 nm. This is 5.7 standard deviations out, where the result rests on the assumed tail. It does not predict a failure rate.

## Choosing the settings

For this covariance, the aliased spectrum gives the exact covariance at the points for any step. The power of the continuous edge also depends on how the points are joined. With the step of the example, a stepwise edge reproduces $S$ to within 0.3% up to Nyquist. Linear interpolation gives $0.81S$ at half the Nyquist frequency and $0.43S$ just below Nyquist, and Fourier interpolation gives $1.24S$ and $2.3S$. Unless the edge is stepwise, choose the step so that the shortest wavelength that matters physically lies well above $2\Delta$; at $8\Delta$ both interpolations are within about 5% of $S$. Use the periodic edge when the calculation is periodic and $L\gg\xi$. Use the open segment when the ends must be no more correlated than the target prescribes, or when short measured pieces are to be imitated. Use random amplitudes for statistics. If the mean variance is wanted and $L\gg\xi$, the total length $2\xi/p^2$ fixes the number of edges. Other quantities, such as a current or the frequency of narrow points, need their own estimate from the scatter between edges, and rare events can require a far greater length.
